# An acceptor with N = 0 as three anisotropic hydrogen problems

## Problem

Without spin-orbit coupling, the top of the valence band in a cubic crystal such as silicon is a triplet of Bloch functions $u_X,u_Y,u_Z$, which transform into one another like the coordinates $x,y,z$ under the tetrahedral symmetry operations about an atom. Near $\mathbf k=0$ the electron energy matrix, in units of $\hbar^2/2m_0$, has diagonal entries such as $Lk_x^2+M(k_y^2+k_z^2)$ and off-diagonal entries such as $Nk_xk_y$. The numbers $L$ and $M$ are negative.

Count energies as hole energies, positive into the band. This reverses every sign, so define

$$A=-L,\qquad B=-M,\qquad C=-N,\qquad A,B>0 .$$

A singly charged acceptor attracts the hole with the potential energy $-e^2/(4\pi\varepsilon_0\varepsilon r)$. Far from the impurity it varies slowly on the scale of a unit cell. It is taken everywhere to act equally on the three components, without mixing them. The hole state is $\sum_jF_j(\mathbf r)u_j(\mathbf r)$ with slowly varying envelopes $F_j$, and $\mathbf k=-i\nabla$.

1. Write the coupled envelope equations. Show that for $N=0$ they separate into three equivalent anisotropic hydrogen problems, and find the masses and the degeneracy of the ground level.
2. Treat the $X$ problem with the normalized trial function
$$F_X=\frac{1}{\sqrt{\pi a^2b}}\exp\left(-\sqrt{\frac{x^2}{b^2}+\frac{y^2+z^2}{a^2}}\right).$$
Reduce the search for the best energy to one equation for $\lambda=b/a$.
3. Evaluate the radii and the binding energy for $A=5.5$, $B=3.5$, $\varepsilon=12$, and enclose the true $N=0$ binding energy between two bounds.

## Hints

- Measure length in $\varepsilon a_0$ and energy in $\mathrm{Ry}/\varepsilon^2$, where $a_0$ is the Bohr radius and Ry the Rydberg energy. The constants then disappear.
- To compare two components, permute the coordinates cyclically.
- Stretch the coordinates so that the trial function becomes $e^{-s}$. The anisotropy then sits in the operators.
- Keep $\lambda$ fixed while minimizing over $a$; completing a square is enough.
- For an upper bound on the binding energy, replace the kinetic energy by a smaller isotropic one.

## Solution

### 1. Separation

In the suggested units $\hbar^2/[2m_0(\varepsilon a_0)^2]=\mathrm{Ry}/\varepsilon^2$, and the Coulomb energy at distance $\varepsilon a_0$ is $-2\,\mathrm{Ry}/\varepsilon^2$. The first envelope equation is therefore

$$\left[Ak_x^2+B(k_y^2+k_z^2)-\frac2r\right]F_X+Ck_xk_yF_Y+Ck_xk_zF_Z=EF_X ,$$

and the other two follow by cyclic permutation. The potential is already diagonal in the component index, so the terms with $C$ are the whole coupling. For $N=0$ they vanish, and

$$\left[Ak_x^2+B(k_y^2+k_z^2)-\frac2r\right]F_X=EF_X .$$

Comparing $\hbar^2A/2m_0$ with $\hbar^2/2m$ gives the mass $m_0/A$ along $x$ and $m_0/B$ along $y$ and $z$. The $Y$ and $Z$ equations have their special axes along $y$ and $z$.

Suppose that $F(x,y,z)$ solves the $X$ equation. Then $F(y,z,x)$ solves the $Y$ equation with the same energy: its first argument, which carries the coefficient $A$, is now $y$, while $r$ is unchanged. The map is invertible, so the two spectra agree, and a further permutation gives the $Z$ equation. The ground state of each scalar problem is nondegenerate, so the acceptor ground level is threefold, or sixfold with spin. The three envelopes are differently oriented copies of one function.

The case $N=0$ is not the spherical model. If $C=A-B$, the kinetic matrix is $Bk^2\delta_{ij}+(A-B)k_ik_j$. Its eigenvalues $Ak^2,Bk^2,Bk^2$ do not depend on direction, so the spherical condition is $N=L-M$. In Luttinger's parameters $A=\gamma_1+4\gamma_2$, $B=\gamma_1-2\gamma_2$ and $C=6\gamma_3$, so the present limit is $\gamma_3=0$ with $\gamma_2$ kept.

### 2. Variational energy

Set $x=bs_x$, $y=as_y$, $z=as_z$. Then $d^3r=a^2b\,d^3s$ and $F_X=e^{-s}/\sqrt{\pi a^2b}$. The norm is $\pi^{-1}\int e^{-2s}d^3s=\pi^{-1}\,4\pi\cdot\tfrac14=1$.

**Kinetic energy.** Since $\partial e^{-s}/\partial x=-(s_x/s)e^{-s}/b$, integration by parts gives

$$\langle k_x^2\rangle=\int|\partial_xF_X|^2d^3r=\frac1{\pi b^2}\int\frac{s_x^2}{s^2}e^{-2s}d^3s=\frac1{3b^2}.$$

The factor $1/3$ is the angular average of $s_x^2/s^2$. In the same way $\langle k_y^2\rangle=\langle k_z^2\rangle=1/(3a^2)$. With $b=\lambda a$,

$$T=\frac{A}{3b^2}+\frac{2B}{3a^2}=\frac K{a^2},\qquad K=\frac13\left(2B+\frac A{\lambda^2}\right).$$

**Potential energy.** Let $\mu=s_x/s$. Then $r=s\sqrt{a^2(1-\mu^2)+b^2\mu^2}$. The radial integral is $\int_0^\infty s\,e^{-2s}ds=1/4$, the azimuth gives $2\pi$, and the two halves of the $\mu$ range are equal:

$$\left\langle\frac1r\right\rangle=\frac1\pi\cdot\frac14\cdot2\pi\cdot2\int_0^1\frac{d\mu}{\sqrt{a^2(1-\mu^2)+b^2\mu^2}}=\frac{G(\lambda)}a,$$

$$G(\lambda)=\int_0^1\frac{d\mu}{\sqrt{1+(\lambda^2-1)\mu^2}} .$$

For $\lambda>1$, put $w=\sqrt{\lambda^2-1}$. The integral is $\operatorname{arcsinh}(w)/w$, and $\operatorname{arcsinh}w=\ln(w+\lambda)=\operatorname{arccosh}\lambda$. Thus

$$G=\frac{\operatorname{arccosh}\lambda}{\sqrt{\lambda^2-1}}\quad(\lambda>1),\qquad G=\frac{\arccos\lambda}{\sqrt{1-\lambda^2}}\quad(\lambda<1),\qquad G(1)=1 .$$

**Minimum over size.** At fixed $\lambda$,

$$E=\frac K{a^2}-\frac{2G}a=K\left(\frac1a-\frac GK\right)^2-\frac{G^2}K .$$

The square vanishes at $a=K/G$. There $T=G^2/K$ and the potential energy is $-2G^2/K$, as the virial theorem requires. The binding energy is

$$E_b(\lambda)=\frac{G^2}{K}=\frac{3G(\lambda)^2}{2B+A/\lambda^2}\qquad\text{in units of }\mathrm{Ry}/\varepsilon^2 .$$

**Maximum over shape.** Setting the logarithmic derivative of $E_b$ to zero gives

$$\frac{2G'}G+\frac{2A/\lambda^3}{2B+A/\lambda^2}=0
\quad\Longrightarrow\quad
\frac{G'}G=-\frac A{\lambda(2B\lambda^2+A)} .$$

To find $G'$, differentiate $wG=\operatorname{arccosh}\lambda$. Because $w'=\lambda/w$, this gives $wG'+\lambda G/w=1/w$, hence $G'=(1-\lambda G)/(\lambda^2-1)$. The same expression holds for $\lambda<1$. Inserting it and cross-multiplying,

$$\lambda(\lambda G-1)(2B\lambda^2+A)=A(\lambda^2-1)G .$$

Collect the terms with $A$. Their coefficient is $(\lambda^2-1)G-\lambda^2G+\lambda=\lambda-G$, so

$$\frac AB=\frac{2\lambda^3(\lambda G-1)}{\lambda-G}.$$

This is the required equation. At $\lambda=1$ it is read as a limit. With $\lambda=1+\delta$, the integral gives $G\approx1-(\lambda^2-1)/6\approx1-\delta/3$. The numerator is then $2\cdot2\delta/3$, the denominator $4\delta/3$, and $A/B=1$, as isotropy demands.

The direction of the distortion follows from the slope at the spherical shape, where $G'=-1/3$:

$$\left.\frac{d\ln E_b}{d\lambda}\right|_{1}=-\frac23+\frac{2A}{2B+A}=\frac{4(A-B)}{3(2B+A)} .$$

For $A>B$ the binding improves when $\lambda$ grows beyond 1: the function lengthens along its light-mass axis, where confinement costs more kinetic energy.

### 3. Numbers

The masses are $1/5.5=0.18$ along the axis and $1/3.5=0.29$ across it, in units of $m_0$. The energy unit is 94.484 meV and the length unit 0.6350 nm.

For $A/B=1.571$ the shape equation gives $\lambda=1.1760$ and $G=0.94519$. To check, $\lambda G-1=0.1115$, $\lambda-G=0.2308$ and $2\lambda^3=3.253$, so the right side is $3.253\times0.1115/0.2308=1.57$. Then

$$K=\frac13\left(7+\frac{5.5}{1.1760^2}\right)=3.659,\qquad a=\frac{3.659}{0.94519}\times0.6350\ \mathrm{nm}=2.46\ \mathrm{nm},$$

$$b=\lambda a=2.89\ \mathrm{nm},\qquad E_b=\frac{0.94519^2}{3.659}\times94.484\ \mathrm{meV}=23.07\ \mathrm{meV}.$$

A direct numerical search over $a$ and $b$, with the energy integrated from the trial function itself, reproduces this energy within one part in $10^5$.

The spherical trial, $\lambda=1$, gives $3/(2B+A)=1/\gamma_1$ with $\gamma_1=4.167$, or 22.68 meV. Allowing the function to stretch therefore adds 0.39 meV, about 1.7 % of the spherical value.

A variational energy lies at or above the true ground energy, so 23.07 meV is a lower bound to the $N=0$ binding energy. For the upper bound, use $Ak_x^2+B(k_y^2+k_z^2)\ge Bk^2$, valid since $A>B$. The isotropic operator $Bk^2-2/r$ has the ground energy $-1/B$, so the binding cannot exceed $94.484/3.5=27.0$ meV.

Diagonalization in a large basis of stretched Gaussians gives 23.071 meV, against 23.069 meV for the trial function. At these parameters two radii thus capture nearly the whole binding. The trial function yields 0.9986 of the diagonalized binding at $A/B=5$ and 0.9985 at $A/B=1/5$.

### Comparison with silicon

The values of $A$, $B$ and $\varepsilon$ are round numbers in the rough regime of silicon, but silicon's $N$ is roughly $-8$ or somewhat larger in magnitude. Of the approximations tested here, setting it to zero has the largest effect at these parameters: Variation 2 shows that $N=-8$ raises the model binding from 23 to 40 meV. Including a spin-orbit splitting of 44 meV, a rough value for silicon, brings it to about 37 meV. These two values depend steeply on $N$, because the lowest hole curvature $(A+B-C)/2$ is small. At $N=-8.7$ with the same $A$, $B$ and $\varepsilon$ they become about 53 and 47 meV. Neither pair is a prediction for silicon, and their distance from the measured level says nothing about the size of other corrections. Boron in silicon binds a hole by roughly 45 meV, so the $N=0$ result is about half the real size and should not be used as a silicon acceptor level.

The potential close to the impurity also differs from a screened Coulomb law. An assumed extra well of depth 1 eV and radius 0.25 nm shifts the $N=0$ level, in first order, by at most the depth times the well volume times the central density $1/(\pi a^2b)$, which is 1.2 meV. This does not bound the full shift, because the well also draws the hole inward. At $N=-8$ the central density, and with it the first-order estimate, is several times larger. The true correction depends on the impurity.

Three scales, all for the $N=0$ state, indicate where an isolated, occupied acceptor ceases to be a good picture:

- The thermal energy is 25.9 meV at 300 K, above the binding energy, and 1.7 meV at 20 K. At low doping, ionization sets in well before the thermal energy reaches $E_b$, because the band offers many more states than the acceptors do. With $10^{15}\ \mathrm{cm^{-3}}$ acceptors and no compensating donors, half are ionized near 50 K.
- A field $F$ lowers the top of the Coulomb barrier to $-2\sqrt{e^3F/(4\pi\varepsilon_0\varepsilon)}$. This reaches $-E_b$ at $F=\pi\varepsilon_0\varepsilon E_b^2/e^3=0.011$ MV/cm, about seven times below the naive scale $E_b/(eb)=0.08$ MV/cm. With the field along the axis of the envelope, the hole escapes in roughly 10 ns at 0.006 MV/cm and 10 ps at 0.011 MV/cm. At 0.08 MV/cm the width of the level is as large as $E_b$.
- The rough overlap criterion $n^{1/3}(a^2b)^{1/3}=0.25$ gives a density $n\approx9\times10^{17}\ \mathrm{cm^{-3}}$.

## Variation 1: a very heavy mass along the axis

*Let $A/B\to0$. What does the trial function give, and how good is it?*

Now $\lambda\to0$ and $G\to\arccos0=\pi/2$. In the shape equation $\lambda G-1\to-1$ and $\lambda-G\to-\pi/2$, so $A/B\approx4\lambda^3/\pi$. Hence $A/\lambda^2\approx4B\lambda/\pi\to0$, and

$$E_b\to\frac{3(\pi/2)^2}{2B}=\frac{3\pi^2}{8B}\approx\frac{3.70}B .$$

The function flattens into a disc, because localization along the heavy axis costs little. The true limit is two-dimensional hydrogen. With $\rho^2=y^2+z^2$ and $\psi=e^{-\kappa\rho}$,

$$-B\left(\psi''+\frac{\psi'}\rho\right)-\frac2\rho\psi=\left[-B\kappa^2+\frac{B\kappa-2}\rho\right]\psi .$$

The $1/\rho$ term vanishes for $\kappa=2/B$, and the binding energy is $B\kappa^2=4/B$. The three-dimensional binding cannot exceed this, since $-2/r\ge-2/\rho$ and the kinetic energy along $x$ is not negative. It approaches this value because confinement to small $|x|$ becomes free as $A\to0$. The trial function thus reaches $3\pi^2/32=0.925$ of the true limit. The loss comes from its slices at fixed $x$: they vary as $\exp(-\sqrt{x^2/b^2+\rho^2/a^2})$, and no choice of $a$ turns them all into the two-dimensional ground state $e^{-2\rho/B}$. The best compromise is $a=K/G\to4B/(3\pi)\approx0.42B$, so even the slice at $x=0$ decays faster than that state. A product $f(x)e^{-2\rho/B}$ would reach the limit if the width of $f$ tended to zero more slowly than $\sqrt A$, so that its kinetic energy, of order $A$ divided by the width squared, also vanished.

## Variation 2: restoring N and spin-orbit coupling

*Do these terms raise or lower the binding energy?*

**The parameter N.** Evaluate the full Hamiltonian in the state $(F_X,0,0)$, with $F_X$ the $N=0$ ground state. The terms with $C$ connect different components and contribute nothing. The true ground energy therefore cannot lie above the $N=0$ value, so $N$ of either sign cannot reduce the binding. This requires all hole bands to curve upwards, so that the band edge stays at zero energy. Along $[110]$ the $X$–$Y$ block has diagonal entries $(A+B)/2$ and off-diagonal entries $C/2$, so its lower curvature is $(A+B-C)/2$. For $C=8$ this is 0.5, and a numerical scan over directions finds no lower value.

For small $N$ the first-order shift vanishes: $F_X$ is even in $x$, whereas $k_xk_yF_Y$ is odd in $x$. The leading shift is then proportional to $N^2$. Doubling $|N|$ from 0.4 to 0.8 multiplies the part of the computed shift that is even in $N$ by 4.02.

At $N=-8$ the change is no longer small. Diagonalization with angular momenta up to 6, 8, 10 and 12 gives 39.91, 40.21, 40.29 and 40.32 meV. The binding is about 40.3 meV, 75 % above its $N=0$ value.

**Spin-orbit coupling.** In hole energy its operator has the eigenvalues $-\Delta/3$ (four states) and $+2\Delta/3$ (two states) at $\mathbf k=0$. The band edge moves to $-\Delta/3$. The acceptor ground energy can fall by no more than $\Delta/3$, since the operator is nowhere below $-\Delta/3$. Measured from the new edge, the binding therefore cannot increase.

With $\Delta=44$ meV and angular momenta up to 6 throughout, it falls from 23.07 to 22.99 meV at $N=0$, and from 39.9 to 36.7 meV at $N=-8$. The last value is not converged at this cutoff: it rises to 36.9 meV with angular momenta up to 12. The first change is small although $\Delta$ is nearly twice the binding energy. For $A=B$ and $N=0$ the kinetic energy is the same for every component and commutes with the spin-orbit operator. Level and edge then move together and the binding does not change at all. The reduction at $N=0$ therefore comes from the difference between $A$ and $B$, which here distorts the envelopes only mildly.

The computed values are collected in the numerical output below.

## Numbers as computed

```
A = -L, B = -M (hbar^2/2m0): 5.5, 3.5
dielectric constant: 12.0
mass along axis, across axis (m0): 0.1818, 0.2857
mean curvature gamma1 (hbar^2/2m0): 4.1667
energy unit Ry/eps^2 (meV): 94.484
length unit eps*a0 (nm): 0.6350
optimal lam = b/a: 1.1760
G(lam): 0.94519
K = (2B + A/lam^2)/3: 3.6591
radius a across axis (nm): 2.458
radius b along axis (nm): 2.891
kinetic energy (meV): 23.069
potential energy (meV): -46.137
binding, spherical trial lam = 1 (meV): 22.676
binding, ellipsoidal trial (Ry/eps^2): 0.24415
binding, ellipsoidal trial (meV): 23.069
binding, diagonalization, N = 0 (meV): 23.071
trial/diagonalization, example: 0.99990
trial/diagonalization, A/B = 5: 0.9986
trial/diagonalization, A/B = 1/5: 0.9985
Neglected effects (rough inputs)
N used (hbar^2/2m0): -8.0
lowest hole curvature found with this N (hbar^2/2m0): 0.501
even shift ratio when small N doubles: 4.024
binding with N, no spin-orbit, cutoff l = 6 (meV): 39.91
binding with N, no spin-orbit, cutoff l = 8 (meV): 40.21
binding with N, no spin-orbit, cutoff l = 10 (meV): 40.29
binding with N, no spin-orbit, cutoff l = 12 (meV): 40.32
spin-orbit splitting used (meV): 44.0
binding, N = 0, no spin-orbit, cutoff l = 6 (meV): 23.071
binding, N = 0, with spin-orbit, cutoff l = 6 (meV): 22.992
binding with N and spin-orbit, cutoff l = 6 (meV): 36.66
central-cell radius (nm), depth (meV): 0.25, 1000
central-cell first-order shift, at most (meV): 1.19
thermal energy at 300 K, 20 K (meV): 25.85, 1.72
field scale E_b/(e b) (MV/cm): 0.0798
density where n^(1/3)*(a^2 b)^(1/3) = 0.25 (cm^-3): 8.94e+17
```
